# Fixed-spin-moment calculations: mapping spin states with two Fermi levels

A self-consistent calculation with a free magnetic moment returns one spin state, and the starting occupations can decide which. In the six-electron d-shell model used below, four different starts converge to four different states. Their energies relative to the low-spin state are 0, 0.2, −0.1 and 0.8 eV. Each run meets its convergence criterion, and none reveals that the others exist.

The fixed-spin-moment setting replaces this single answer by a curve. The moment is imposed, the remaining variables are made self-consistent, and the calculation is repeated for many moments. Each run has two Fermi levels, one per spin, and their difference gives the slope of the curve. This guide derives that relation and shows how to use it.

## What the setting holds fixed

Let $N_\uparrow$ and $N_\downarrow$ be the electron numbers of the two spins, with

$$N=N_\uparrow+N_\downarrow=6,\qquad m=N_\uparrow-N_\downarrow .$$

Adding and subtracting these equations gives $N_\uparrow=(N+m)/2$ and $N_\downarrow=(N-m)/2$. The label $\uparrow$ denotes electrons whose magnetic moment points along the positive axis. With a spin $g$-factor of 2, the moment is $M=\mu_B m$, where $\mu_B$ is the Bohr magneton.

The model has five d orbitals with fixed shapes and levels $e_a$. Two electrons repel with energy

- $U$ in the same orbital;
- $U'=U-2J$ in different orbitals with opposite spins;
- $K=U'-J$ in different orbitals with parallel spins.

Spin-flip and pair-hopping terms are left out, so every assignment of electrons to spin-orbitals is an eigenstate. "Low", "intermediate" and "high" spin mean the lowest such states with $m=0$, 2 and 4.

Mean-field theory treats the occupations $n_i$ of the ten spin-orbitals as independent. The average energy is then

$$E=\sum_i e_i n_i+\tfrac12\sum_{ij}W_{ij}n_in_j,\qquad W_{ii}=0,$$

where $W_{ij}=W_{ji}$ is the appropriate repulsion. Differentiation gives the orbital levels; the factor $\tfrac12$ disappears because $n_i$ occurs in both positions of the double sum:

$$\varepsilon_i=\frac{\partial E}{\partial n_i}=e_i+\sum_jW_{ij}n_j .$$

Smearing at temperature $T$ adds the entropy of independent occupations, $S=-k_B\sum_i[n_i\ln n_i+(1-n_i)\ln(1-n_i)]$. The quantity to be made stationary is $F=E-TS$.

## Why there are two Fermi levels

Two numbers are held fixed, so two Lagrange multipliers are needed. Setting the derivative of $F-\mu_\uparrow N_\uparrow-\mu_\downarrow N_\downarrow$ with respect to $n_{i\sigma}$ to zero gives

$$\varepsilon_{i\sigma}+k_BT\ln\frac{n_{i\sigma}}{1-n_{i\sigma}}=\mu_\sigma,
\qquad
n_{i\sigma}=\frac{1}{e^{(\varepsilon_{i\sigma}-\mu_\sigma)/k_BT}+1}.$$

The left-hand side of the first equation is $\partial F/\partial n_{i\sigma}$. Along a differentiable branch of solutions, at fixed $N$ and $T$, the chain rule therefore gives

$$\frac{dF}{dm}=\sum_{i\sigma}\frac{\partial F}{\partial n_{i\sigma}}\frac{dn_{i\sigma}}{dm}
=\mu_\uparrow\frac{dN_\uparrow}{dm}+\mu_\downarrow\frac{dN_\downarrow}{dm}.$$

Since $dN_\uparrow/dm=\tfrac12$ and $dN_\downarrow/dm=-\tfrac12$,

$$\boxed{\frac{dF}{dm}=\frac{\mu_\uparrow-\mu_\downarrow}{2},\qquad
\frac{dF}{dM}=\frac{\mu_\uparrow-\mu_\downarrow}{2\mu_B}}$$

The factor $\tfrac12$ arises because transferring one electron between the spins changes $m$ by two.

The second form is a magnetic field. A field $B$ adds $-BM$ to $F$, lowering $\uparrow$ levels by $\mu_BB$ and raising $\downarrow$ levels by the same amount. The Fermi levels coincide when $\mu_\uparrow-\mu_BB=\mu_\downarrow+\mu_BB$, which gives $B=dF/dM$. A positive difference means that the moment is being held above the value towards which it would move downhill; a negative difference means the reverse.

The derivation assumes that nothing else in $F$ changes with $m$. If $U$ is recomputed at each moment, the slope gains $(\partial F/\partial U)(dU/dm)$. If atoms move, it gains the corresponding force terms, which vanish when the forces are zero.

## Which energy to differentiate

With smearing, the relation belongs to $F$. From $E=F+TS$ at fixed $T$,

$$\frac{dE}{dm}=\frac{\mu_\uparrow-\mu_\downarrow}{2}+T\frac{dS}{dm}.$$

At $T=0$ the last term is absent, and the relation holds for $E$ wherever $E$ is differentiable.

It is not differentiable at an integer moment where both spins have a gap. A small increase of $m$ takes electrons from the highest filled $\downarrow$ level and puts them into the lowest empty $\uparrow$ level. A small decrease takes them from the highest filled $\uparrow$ level to the lowest empty $\downarrow$ level. The two slopes are

$$\left.\frac{dE}{dm}\right|_{+}=\frac{\varepsilon_\uparrow^{\rm empty}-\varepsilon_\downarrow^{\rm filled}}2,\qquad
\left.\frac{dE}{dm}\right|_{-}=\frac{\varepsilon_\uparrow^{\rm filled}-\varepsilon_\downarrow^{\rm empty}}2 .$$

A spin state is a cusp-shaped minimum when the right slope is positive and the left slope negative. If a program places each Fermi level in the middle of its gap, half their difference is the average of these two slopes, and is neither of them.

## The shape of the curve between spin states

Start from one spin state and move a fraction $x$ of an electron from a $\downarrow$ orbital $h$ to a different $\uparrow$ orbital $p$. Then $m$ increases by $2x$. The occupation changes are $+x$ and $-x$, and their mutual interaction contributes $\tfrac12\cdot2\,U'(x)(-x)$:

$$E(x)=E_0+x(\varepsilon_p-\varepsilon_h)-U'x^2 ,$$

with the levels taken at $x=0$. At $x=1$ the next spin state is reached. Its energy relative to the first is $D=\varepsilon_p-\varepsilon_h-U'$. Eliminating the level difference,

$$E(x)=E_0+x(D+U')-U'x^2=E_0+xD+U'x(1-x).$$

Two orbitals are fractionally filled, and each contributes the same entropy. With $s(x)=-x\ln x-(1-x)\ln(1-x)$,

$$F(x)=E_0+xD+U'x(1-x)-2k_BT\,s(x).$$

Using $ds/dx=\ln[(1-x)/x]$ and $dF/dm=\tfrac12dF/dx$,

$$\frac{\mu_\uparrow-\mu_\downarrow}{2}=\frac{D+U'(1-2x)}2+k_BT\ln\frac{x}{1-x}.$$

These two formulas require all other levels to be far from the Fermi levels on the scale of $k_BT$. The slope relation itself does not.

The hump $U'x(1-x)$ is an error of the mean field. A statistical mixture of the two spin states, with weights $1-x$ and $x$, has the same average moment and energy $E_0+xD$. Independent occupations also include patterns with $p$ and $h$ both filled, or both empty, each with probability $x(1-x)$. Relative to $E_0$, these patterns cost $\varepsilon_p$ and $-\varepsilon_h$, together $D+U'$. The average is

$$x(1-x)(D+U')+x^2D=xD+U'x(1-x),$$

which reproduces the hump. Its height should not be read as an activation energy for a spin transition.

## Why a linearly mixed free-moment run misses the maxima

Equal Fermi levels mark every stationary point of the curve, maxima included. To see what a free-moment run does near a maximum, keep the two active orbitals and let them share one Fermi level. They hold one electron together, with $n_p=x$ and $n_h=1-x$, so the common Fermi level lies midway between them. At a trial value $x$ their separation is $D+U'(1-2x)$, and the next occupation is

$$x_{\rm out}=\frac{1}{e^{[D+U'(1-2x)]/2k_BT}+1}.$$

At a stationary point, where $x_{\rm out}=x$, the response is

$$\lambda=\frac{dx_{\rm out}}{dx}=\frac{U'x(1-x)}{k_BT}.$$

Linear mixing with fraction $\alpha$ multiplies a small error by $1+\alpha(\lambda-1)$. If $\lambda>1$, this factor exceeds one for every positive $\alpha$, so stronger damping slows the departure but cannot stop it. This holds for linear mixing with $\alpha>0$; a Newton-type scheme that estimates $\lambda$ and takes $\alpha=1/(1-\lambda)$, negative here, makes the factor zero and can converge onto the maximum. With all ten occupations free, the negative fraction should act only along this unstable direction: the other occupations barely respond, so it would multiply their errors by about $1-\alpha$, which exceeds one. The condition $\lambda>1$ is also the condition for $F$ to be concave, since

$$\frac{d^2F}{dx^2}=-2U'+\frac{2k_BT}{x(1-x)}=\frac{2k_BT}{x(1-x)}(1-\lambda).$$

Fixing the moment freezes $x$ and removes this unstable direction. That is why the setting can map the whole curve.

Raising the smearing until the hump disappears is a poor remedy here. At $x=\tfrac12$, $\lambda\le1$ needs $k_BT\ge U'/4$, or 0.95 eV with the parameters below. At $m=1$ the nearest other levels of each spin are $\varepsilon_{2\downarrow}=0.1+U+2.5U'+1.5K=19.4$ eV and $\varepsilon_{5\uparrow}=2.8+2.5U'+3.5K=23.5$ eV, which lie 1.7 and 2.2 eV from their Fermi levels of 21.1 and 21.3 eV. At such a smearing these distances are only about $2k_BT$, so the two-orbital formula no longer applies; the value indicates only a scale.

## Worked example

Take $U=5$ eV and $J=0.6$ eV, so that $U'=5-1.2=3.8$ eV and $K=3.8-0.6=3.2$ eV. Orbitals 1 to 5 have levels 0, 0.1, 0.2, 2.2 and 2.8 eV. The smearing temperature is 300 K, or $k_BT=0.02585$ eV. These are round model parameters and represent no particular material.

The low-spin state fills orbitals 1, 2 and 3 with both spins. To reach intermediate spin, the $\downarrow$ electron in orbital 3 moves to $\uparrow$ orbital 4. One same-orbital pair is lost, one parallel pair is gained, and the number of other opposite-spin pairs is unchanged:

$$D=(2.2-0.2)-U+K=2.0-5.0+3.2=0.2\ \text{eV}.$$

To reach high spin, the $\downarrow$ electron in orbital 2 moves to $\uparrow$ orbital 5. One same-orbital pair and two other opposite-spin pairs are lost, while three parallel pairs are gained:

$$D=(2.8-0.1)-U-2U'+3K=2.7-5.0-7.6+9.6=-0.3\ \text{eV}.$$

High spin is therefore lowest, 0.1 eV below low spin. Enumerating all occupation patterns confirms these three states as the lowest for their moments.

Some points of the fixed-moment map, in eV and with $F$ measured from the low-spin energy, are:

| $m$ | $F$ | $\mu_\uparrow$ | $\mu_\downarrow$ | $(\mu_\uparrow-\mu_\downarrow)/2$ |
|---|---|---|---|---|
| 0.5 | 0.733 | 22.222 | 20.178 | 1.022 |
| 1.0 | 1.014 | 21.300 | 21.100 | 0.100 |
| 1.5 | 0.833 | 20.378 | 22.022 | −0.822 |
| 2.5 | 0.808 | 22.222 | 20.678 | 0.772 |
| 3.0 | 0.964 | 21.300 | 21.600 | −0.150 |
| 3.5 | 0.658 | 20.378 | 22.522 | −1.072 |

At each of these moments, a central difference of $F$ agrees with the last column within $10^{-5}$ eV. At $m=1$, where $x=\tfrac12$, the formula for $F$ gives $0.1+0.95-2(0.02585)\ln2=1.014$ eV, as in the table.

The need to use $F$ is visible at $m=0.25$, where $x=0.125$. Half the Fermi-level difference is 1.475 eV, whereas $dE/dm=1.525$ eV. The discrepancy is $T\,dS/dm=k_BT\ln7=0.050$ eV.

**The maxima.** Put $x=\tfrac12+\eta$. For small $\eta$, $\ln[x/(1-x)]\approx4\eta$, and equal Fermi levels require

$$D-2U'\eta+8k_BT\eta=0,\qquad \eta=\frac{D}{2U'-8k_BT}.$$

On the first leg, $\eta=0.2/7.393=0.027$, which puts the maximum at $m=1.054$. On the second, $\eta=-0.3/7.393=-0.041$, which gives $m=3-0.081=2.919$. Root searches on the computed Fermi levels give the same positions. The maxima lie 1.017 and 0.970 eV above low spin. At the first, $\lambda\approx37$. Free-moment runs started 0.05 below and above each maximum reached the lower and higher spin states respectively.

**The intermediate-spin cusp.** At $m=2$ the four frontier levels, in eV, are

$$\begin{aligned}
\varepsilon_{5\uparrow}&=2.8+2U'+4K=23.2, & \varepsilon_{2\downarrow}&=0.1+U+3U'+K=19.7,\\
\varepsilon_{4\uparrow}&=2.2+2U'+3K=19.4, & \varepsilon_{3\downarrow}&=0.2+U+3U'+2K=23.0.
\end{aligned}$$

The right slope is $(23.2-19.7)/2=1.75$ eV and the left slope is $(19.4-23.0)/2=-1.80$ eV. Mid-gap Fermi levels would give half a difference of −0.025 eV, concealing two steep sides.

**The field.** At $m=1.5$ the slope of −0.822 eV corresponds to $B=-1.42\times10^4$ T. The negative sign means that the constraint opposes a rise towards intermediate spin. An applied field of this size would make the point stationary but not stable: $-BM$ is linear in $m$ and leaves the negative curvature of $F$ unchanged.

**Spin-state energies from Fermi levels.** Integrating half the Fermi-level difference from $m=0$ to 2 gives 0.200 eV, and from 2 to 4 gives −0.300 eV. Both agree with the directly computed energies. This is a useful check on a whole branch, since an undetected jump would generally spoil the agreement.

## Several branches at the same moment

Fixing $m$ does not fix which orbitals are occupied. At $m=2$, for example, another self-consistent state has $\uparrow$ orbital 5 filled instead of orbital 4. It lies 0.6 eV above the intermediate-spin state. The slope relation holds on its branch too: at $m=1.5$, the central difference and half the Fermi-level difference are both −0.522 eV, compared with −0.822 eV on the main branch.

To find where this branch ends, let $p$ and $q$ be the $\uparrow$ occupations of the upper and lower orbitals, 5 and 4, and let $\delta=0.6$ eV be their splitting. Each orbital is repelled by the other's charge but not by its own, so $\varepsilon_5-\varepsilon_4=\delta+Kq-Kp$. Both share $\mu_\uparrow$, hence

$$\delta-K(p-q)+k_BT\left[\ln\frac{p}{1-p}-\ln\frac{q}{1-q}\right]=0 .$$

The left-hand side is the derivative of $F$ for transfer from the lower to the upper orbital at fixed $p+q$. The branch is a minimum while the next derivative is positive, and it ends when

$$-2K+k_BT\left[\frac1{p(1-p)}+\frac1{q(1-q)}\right]=0 .$$

At $T=0$ the limits are simple. Below $m=2$, $q=0$ and $m=2p$; the upper orbital stays lower in self-consistent energy while $Kp>\delta$, so $m>2\delta/K=0.375$. Above $m=2$, $p=1$ and $m=2+2q$; the condition $K(1-q)>\delta$ gives $m<4-2\delta/K=3.625$.

At 300 K the two equations give $p=0.226$ and $q=0.004$, so the lower end is at $m=2(p+q)=0.460$. Replacing $p$ by $1-q$ and $q$ by $1-p$ leaves both equations unchanged and turns $m$ into $4-m$. The upper end is therefore at 3.540. Smearing shortens the branch.

Continuation in steps of 0.02, each run starting from the previous occupations, lost the branch between $m=0.48$ and 0.46 going down, and between 3.52 and 3.54 going up. In the downward scan, $F$ fell by 0.166 eV in one step. The difference quotient across that step was 8.28 eV, while half the Fermi-level difference after it was 1.09 eV. This mismatch exposes the jump. The iteration count rises near the branch end, on either side of it; with this step the rise is clear only at the jump itself: after a first run of 23 iterations, runs along the branch took 22, the last surviving point took 25, and the run that left the branch took 85. That run was slow because $m=0.46$ lies only just beyond the branch end, where the occupations change little from one iteration to the next. A different step need not show the jump as clearly.

## Using the setting

1. For each $m$, choose starting occupations and compute the levels. Find $\mu_\uparrow$ and $\mu_\downarrow$ by separate root searches, mix old and new occupations, and repeat until the occupations stop changing.
2. Record $F$, both Fermi levels and the orbital occupations. The moment alone does not identify a branch.
3. Scan upwards and downwards from each spin state, reusing the previous solution. Add fresh starts with different orbitals filled, since continuation from one state need not find every branch.
4. Compare differences of $F$ with half the Fermi-level difference. If they disagree, reduce the step. A disagreement that persists calls for a check of the occupations, the convergence and the energy being differentiated.
5. Look for sign changes of $\mu_\uparrow-\mu_\downarrow$ as $m$ increases. Negative to positive marks a minimum along the branch, positive to negative a maximum. At an integer moment with gaps, use points on either side. The high-spin state here is an end point, because five $\uparrow$ orbitals cannot hold more than five electrons.
6. Release the moment at each minimum and converge again with one Fermi level. Compare the spin states by these energies, not by the heights of the humps between them.

The numerical output gives a few further points on the two branches followed here.

## Computed values

```
U = 5.00 eV, J = 0.60 eV
U' = 3.80 eV, K = 3.20 eV
orbital levels (eV): 0.00 0.10 0.20 2.20 2.80
T = 300 K, kT = 0.02585 eV
LS: m = 0.0000, up 123, down 123, E-E(LS) = 0.0000 eV
IS: m = 2.0000, up 1234, down 12, E-E(LS) = 0.2000 eV
HS: m = 4.0000, up 12345, down 1, E-E(LS) = -0.1000 eV
IS2: m = 2.0000, up 1235, down 12, E-E(LS) = 0.8000 eV
main: m, F-E(LS), mu_up, mu_dn, half difference, dF/dm (eV)
0.25   0.4211  22.6747  19.7253   1.4747   1.4747
0.50   0.7334  22.2216  20.1784   1.0216   1.0216
1.00   1.0142  21.3000  21.1000   0.1000   0.1000
1.50   0.8334  20.3784  22.0216  -0.8216  -0.8216
1.75   0.5711  19.9253  22.4747  -1.2747  -1.2747
2.25   0.5586  22.6747  20.2253   1.2247   1.2247
2.50   0.8084  22.2216  20.6784   0.7716   0.7716
3.00   0.9642  21.3000  21.6000  -0.1500  -0.1500
3.50   0.6584  20.3784  22.5216  -1.0716  -1.0716
3.75   0.3336  19.9253  22.9747  -1.5247  -1.5247
second: m, F-E(LS), half difference, dF/dm (eV)
1.00   1.3142   0.4000   0.4000
1.50   1.2834  -0.5216  -0.5216
2.50   1.2584   0.4716   0.4716
3.00   1.2642  -0.4500  -0.4500
m = 0.25: dE/dm = 1.5250 eV, T dS/dm = 0.0503 eV
IS cusp slopes: left -1.8000 eV, right 1.7500 eV
constraining field at m = 1.50: -1.4194e+04 T
LS-IS maximum: m = 1.0541, F-E(LS) = 1.0169 eV
IS-HS maximum: m = 2.9188, F-E(LS) = 0.9702 eV
LS to IS: integral 0.2000 eV, direct 0.2000 eV
IS to HS: integral -0.3000 eV, direct -0.3000 eV
branch end: p = 0.2260, q = 0.0042
predicted ends: m = 0.4603 and 3.5397
T = 0 ends: m = 0.3750 and 3.6250
scan: last m = 0.48, lost at m = 0.46, F change -0.1655 eV
  quotient across jump 8.2758 eV, half difference 1.0948 eV
  iterations: 23 at start, 25 at last m
scan: last m = 3.52, lost at m = 3.54, F change -0.1665 eV
  quotient across jump -8.3258 eV, half difference -1.1448 eV
  iterations: 23 at start, 25 at last m
```
